# Atomic Polar Tensor Sum Rules and King's Effective Charges

Give each atom of a water molecule an effective charge that measures how strongly its displacement changes the dipole, square it, divide by the atomic mass, and add. In the calculation used below, this gives 631.8 km/mol in intensity units. The three infrared fundamentals, computed separately, add up to 181.8 km/mol. Reading the first number as the total absorption of these vibrational bands would overestimate it by a factor of 3.5 (2.9 in the larger basis quoted at the end).

The extra 450.0 km/mol belongs to rigid motion. Turning a polar molecule changes its dipole vector without any vibration, and displacements of single atoms contain some of that turning. The correction follows from how the dipole responds to translation and rotation.

## 1. A neutral diatomic

Put atom A at the origin and atom B at distance $r$ along $z$. The dipole is $\mu(r)$ along $z$. Move B only.

- Along $z$ by $\delta$, the bond stretches and the dipole changes by $\mu'(r)\,\delta$.
- Along $x$ by $\delta$, the bond length changes only at order $\delta^2$, but the bond turns by $\delta/r$. The dipole turns with it and acquires the $x$ component $\mu\,\delta/r$.

The derivatives of the dipole with respect to B's position therefore form the matrix

$$P^B=\mathrm{diag}\left(\frac{\mu}{r},\frac{\mu}{r},\mu'\right),\qquad P^A=-P^B .$$

The second equation holds because moving both atoms together leaves a neutral molecule's dipole unchanged. The sum of squared elements is the same for both atoms, $\xi^2=\mu'^2+2\mu^2/r^2$. With reduced mass $m$, where $1/m=1/m_A+1/m_B$,

$$\frac{\xi^2}{m_A}+\frac{\xi^2}{m_B}=\frac{\mu'^2}{m}+\frac{2\mu^2}{m r^2}.$$

The mass-weighted stretching coordinate is $Q=\sqrt m\,\delta r$, so the first term is $(\partial\mu/\partial Q)^2$, the vibrational part. The second is $2\mu^2/I$, with $I=mr^2$ the moment of inertia: one $\mu^2/I$ for each of two rotations.

**Test on HF.** At RHF/6-31G** (here and below with spherical d functions; the Cartesian d set gives slightly different numbers, for example 1.70179 bohr for HF, and for water 1.78212 bohr, 105.969° and a vibrational sum of 178.8 instead of 181.8 km/mol), the optimized length is 1.70058 bohr and the dipole is 0.76621 e bohr. Their ratio, 0.45056 e, equals the transverse element found by displacing H. The axial element, 0.36387 e, is a different number: even here one scalar charge cannot describe both responses. The size of the gap depends on the basis: at RHF/aug-cc-pVTZ the two elements are 0.438 and 0.403 e.

## 2. Any molecule: the two tensor rules

Let $R_A$ be the nuclear positions, $q$ the total charge, and $\mu$ the dipole about a fixed origin. The atomic polar tensor is

$$P^A_{\alpha\beta}=\frac{\partial\mu_\alpha}{\partial R_{A\beta}} .$$

The first index labels the dipole component, the second the displacement. In general the tensor is not symmetric.

Assume a non-degenerate Born–Oppenheimer electronic state and no external field. If all nuclei are moved rigidly, the electronic Hamiltonian is carried into an equivalent one, and the charge density $\rho$ moves rigidly too. In a degenerate level the choice of state is not unique, and the dipole can depend on it. A field or fixed surrounding charges would single out directions or positions in space.

**Translation.** After a shift $t$ the density is $\rho(x-t)$. Substituting $x=y+t$,

$$\mu(R+t)=\int x\,\rho(x-t)\,d^3x=\int (y+t)\,\rho(y)\,d^3y=\mu(R)+qt .$$

For small $t$, the definition of $P^A$ gives the same change as $\sum_A P^A t$. Since $t$ is arbitrary,

$$\boxed{\sum_A P^A=q\,\mathbf 1 .}$$

**Rotation.** A rotation about the origin by the small vector angle $\omega$ changes each position by $\omega\times R_A$ and the dipole by $\omega\times\mu$. Hence

$$\boxed{\sum_A P^A(\omega\times R_A)=\omega\times\mu\quad\text{for every }\omega .}$$

To extract the dipole, choose $\omega=e_\delta$ and sum over repeated Greek indices. Since $(e_\delta\times R)_\beta=\epsilon_{\beta\delta\gamma}R_\gamma$,

$$\sum_A P^A_{\alpha\beta}\,\epsilon_{\beta\delta\gamma}R_{A\gamma}=\epsilon_{\alpha\delta\gamma}\,\mu_\gamma .$$

Multiply by $\epsilon_{\alpha\delta\kappa}$ and sum over $\alpha,\delta$. The right side becomes $2\mu_\kappa$. On the left, cyclic reordering gives

$$\epsilon_{\alpha\delta\kappa}\epsilon_{\beta\delta\gamma}
=\epsilon_{\delta\kappa\alpha}\epsilon_{\delta\gamma\beta}
=\delta_{\kappa\gamma}\delta_{\alpha\beta}-\delta_{\kappa\beta}\delta_{\alpha\gamma}.$$

Therefore

$$\mu=\frac12\sum_A\left[\mathrm{Tr}(P^A)\,\mathbf 1-(P^A)^T\right]R_A .$$

The rotation rule contains nine equations, one for each pair $(\alpha,\delta)$. Its right side is antisymmetric in that pair. The antisymmetric part of the left side gives the three dipole components; the symmetric part must vanish, which gives six constraints. For a linear molecule with the origin on its axis, turning about the axis moves no nucleus, so one of them reads $0=0$ and five remain.

**Limit of rigid point charges.** If $P^A=q_A\mathbf 1$ with constant $q_A$, the bracket is $(3-1)q_A\mathbf 1$, and the formula returns $\mu=\sum_A q_AR_A$.

**Change of origin for an ion.** Move the origin by $d$. Then $R_A'=R_A-d$ and $\mu'=\mu-qd$, while $P^A$ is unchanged. The left side of the rotation rule changes by $-\sum_AP^A(\omega\times d)=-q\,\omega\times d$, by the translation rule. The right side changes by the same amount, so the rule holds about any origin.

**Test on water.** At RHF/6-31G** the bond is 1.78145 bohr and the angle 106.052°. Oxygen is at the origin, and H1 is at $y=1.42321$, $z=1.07146$ bohr. With rows for the dipole and columns for the displacement,

$$P^{H1}=\begin{pmatrix}0.39339&0&0\\0&0.26583&-0.09603\\0&-0.06182&0.23028\end{pmatrix}\text{ e}.$$

For H2 both $y$ and the off-diagonal elements change sign. Oxygen has diagonal elements $-0.78678$, $-0.53166$ and $-0.46057$ e, which cancel those of the two hydrogens to within rounding, one unit in the last digit. Oxygen, at the origin, contributes nothing to the dipole formula. The hydrogens contribute equally, so the factor $\frac12$ cancels:

$$\begin{aligned}
\mu_z&=(P_{xx}+P_{yy}+P_{zz})z-(P_{yz}y+P_{zz}z)\\
&=(P_{xx}+P_{yy})z-P_{yz}y\\
&=0.65922\times1.07146+0.09603\times1.42321\\
&=0.7063+0.1367=0.8430\text{ e bohr},
\end{aligned}$$

or 2.143 D. The dipole computed directly from the density is 0.84301 e bohr. In this formula the off-diagonal element supplies 16% of the result and cannot be dropped. That share is a property of the formula, not of the dipole: for $\omega=e_y$ and atoms in the $yz$ plane, $e_y\times R_A=(z_A,0,0)$ and $e_y\times\mu=\mu_z e_x$, so the $x$ component of the rotation rule gives $\mu_z=\sum_AP^A_{xx}z_A=2\times0.39339\times1.07146=0.8430$ e bohr from the out-of-plane diagonal elements alone.

Neither rule requires equilibrium. For the ion H$_2$F$^+$, tilted and displaced from the origin, the largest error in the two rules is $2.4\times10^{-6}$ atomic units at the minimum and $2.6\times10^{-6}$ at a geometry with unequal bonds. The rules survive the finite basis because its functions move with the atoms and its angular shells are complete: a rotated basis spans the space required by the rotated molecule.

## 3. From a dipole derivative to an absorption band

Let $Q$ be a mass-weighted normal coordinate with angular frequency $\omega_k$. Take a harmonic potential and a dipole linear in $Q$, with $d_k=\partial\mu/\partial Q_k$. For light polarized along the unit vector $e$, the coupling $-\mu\cdot E$ exerts the force $F(t)=(d_k\cdot e)E(t)$, and

$$\ddot Q+\omega_k^2Q=F(t).$$

This holds for the quantum operator as well as for a classical coordinate. Define $z=\dot Q+i\omega_kQ$. Then $\dot z=i\omega_kz+F$, and after the pulse

$$z(t)=e^{i\omega_kt}\left(z_0+\tilde F\right),\qquad \tilde F=\int F(t)\,e^{-i\omega_kt}\,dt .$$

Here $z_0$ is the amplitude before the pulse with its free phase removed. The energy is $\frac12(\dot Q^2+\omega_k^2Q^2)=\frac14(z^\dagger z+zz^\dagger)$. Its change contains $\frac12|\tilde F|^2$ and terms linear in $z_0$. In an energy eigenstate $\langle Q\rangle=\langle\dot Q\rangle=0$, so the linear terms average to zero. The mean energy gain is

$$\Delta E=\tfrac12|\tilde F|^2=\tfrac12(d_k\cdot e)^2|\tilde E(\omega_k)|^2 ,$$

whatever the initial level, and hence also for a thermal mixture. A direct propagation of the Schrödinger equation from $v=0$ and $v=2$ tests this: both give 0.27174 $\hbar\omega$, as does the formula.

The energy of the pulse per unit area is, by Parseval's theorem,

$$\int\varepsilon_0c\,E^2\,dt=\frac{\varepsilon_0c}{\pi}\int_0^\infty|\tilde E(\omega)|^2\,d\omega .$$

The absorption cross-section $\sigma$ multiplies this spectral fluence to give the absorbed energy. For a sharp line at $\omega_k$, equating that energy to $\Delta E$ gives

$$\int\sigma\,d\omega=\frac{\pi(d_k\cdot e)^2}{2\varepsilon_0c}\;\longrightarrow\;\frac{\pi|d_k|^2}{6\varepsilon_0c},$$

where the arrow is the average over random orientations, $\langle(d_k\cdot e)^2\rangle=|d_k|^2/3$. Orientation is held fixed during absorption, so the rotational structure of the band, and any effect of rotation on its area, is neglected.

Wavenumber is $\tilde\nu=\omega/(2\pi c)$, so integration over $\tilde\nu$ divides the result by $2\pi c$. Multiplication by $N_A$ gives the integrated molar absorption coefficient, defined with the natural logarithm:

$$A_k=K|d_k|^2,\qquad K=\frac{N_A}{12\varepsilon_0c^2}.$$

With $d_k$ in e/$\sqrt{\text{u}}$, $K=974.88$ km/mol per e$^2$/u.

## 4. Summing over all motions

King's effective charge $\xi_A\ge0$ is defined by

$$\xi_A^2=\sum_{\alpha\beta}(P^A_{\alpha\beta})^2=\mathrm{Tr}\left[P^A(P^A)^T\right],$$

without a factor $\frac13$. It is unchanged by a rotation of the axes. It is not a partial charge. Even a rigid point charge, $P^A=q_A\mathbf 1$, gives $\xi_A=\sqrt3\,|q_A|$, so the sign is lost and a factor $\sqrt3$ enters. In H$_2$F$^+$, $\xi_F=0.62125$ e and $\xi_H=1.14838$ e add to 2.918 e. Dividing by $\sqrt3$ and giving F the negative sign of its trace yields $-0.359+2\times0.663=0.967$ e, close to but not equal to the total charge of 1 e. The quantities that add to $q$ by the translation rule are $\frac13\mathrm{Tr}\,P^A$, here $-0.296$ e for F and $0.648$ e for each H.

Write the nuclear displacements as

$$\delta R_{A\beta}=m_A^{-1/2}\sum_iL_{A\beta,i}Q_i ,$$

where $L$ is an orthogonal $3N\times3N$ matrix. Then $\partial\mu_\alpha/\partial Q_i=\sum_{A\beta}P^A_{\alpha\beta}m_A^{-1/2}L_{A\beta,i}$. Square, sum over $\alpha$ and all $i$, and use $\sum_iL_{A\beta,i}L_{B\gamma,i}=\delta_{AB}\delta_{\beta\gamma}$:

$$\sum_{i=1}^{3N}\left|\frac{\partial\mu}{\partial Q_i}\right|^2=\sum_A\frac{\xi_A^2}{m_A}.$$

This total includes rigid motions. They can be separated from the vibrations at an energy minimum, for the following reason. The energy gradient $g_A$ is unchanged by translation and turns with the molecule. Differentiating these statements, with $H$ the matrix of second derivatives,

$$\sum_BH_{AB}\,t=0,\qquad \sum_BH_{AB}(\omega\times R_B)=\omega\times g_A .$$

Where $g_A=0$, both rigid motions are null vectors of $H$. After mass weighting they remain null vectors of a symmetric matrix, and are therefore orthogonal to the vibrations, whose eigenvalues are positive. Away from a stationary point, the right side of the second equation is in general not zero, so rotations are no longer null vectors and can mix with the vibrations. Symmetry can still forbid the mixing: in a stretched diatomic, the rotations and the stretch transform differently about the axis and stay separate.

**Translations.** Let $M$ be the total mass. The normalized vectors are $\sqrt{m_A/M}\,e_\delta$. Dividing by $\sqrt{m_A}$ gives the displacement $e_\delta/\sqrt M$ of every atom, so the translation rule gives $\partial\mu/\partial Q=q\,e_\delta/\sqrt M$. The three directions together contribute $3q^2/M$.

**Rotations.** Let $R_c$ be the centre of mass, $r_A=R_A-R_c$, and $e_a$, $I_a$ the principal axes and moments of inertia. The vectors $\sqrt{m_A}\,(e_a\times r_A)/\sqrt{I_a}$ are orthonormal because

$$\sum_Am_A(e_a\times r_A)\cdot(e_b\times r_A)=\sum_Am_A\left[e_a\cdot e_b\,r_A^2-(e_a\cdot r_A)(e_b\cdot r_A)\right]=I_a\delta_{ab}.$$

They are orthogonal to translations because $\sum_Am_Ar_A=0$. Both tensor rules now enter:

$$\frac{\partial\mu}{\partial Q}=\frac{1}{\sqrt{I_a}}\sum_AP^A\left[e_a\times(R_A-R_c)\right]
=\frac{e_a\times(\mu-qR_c)}{\sqrt{I_a}}=\frac{e_a\times\mu_c}{\sqrt{I_a}},$$

where $\mu_c=\mu-qR_c$ is the dipole about the centre of mass.

Subtracting the rigid contributions leaves the vibrations:

$$\boxed{\sum_kA_k=K\left[\sum_A\frac{\xi_A^2}{m_A}-\frac{3q^2}{M}-\sum_a\frac{|e_a\times\mu_c|^2}{I_a}\right].}$$

For a linear molecule the axis with $I_a=0$ is omitted, since turning about it moves no nucleus. For a neutral molecule without a dipole, both corrections vanish and King's charges alone give the vibrational sum.

**Test on the diatomic.** Two axes remain, each contributing $\mu^2/I$, as in section 1. For HF, $548.43-413.56=134.87$ km/mol, which agrees with the intensity found by displacing the molecule along its normal mode.

**Test on an ion.** For H$_2$F$^+$ the terms are

$$2571.14-139.18-756.05=1675.91\text{ km/mol},$$

and the three mode intensities add to the same value within 0.01 km/mol. The translational term is $974.88\times3/21.014=139.18$ km/mol, well above that difference, so the test would detect its omission.

## 5. Water and its isotopologues

For water $\xi_O=1.05537$ e and $\xi_H=0.53991$ e. The masses of O and H are 15.99491 and 1.00783 u, so the King term is

$$974.88\left(\frac{1.05537^2}{15.99491}+\frac{2\times0.53991^2}{1.00783}\right)
=974.88\,(0.06964+0.57848)=631.8\text{ km/mol}.$$

The dipole lies along $z$, so turning about $z$ leaves it unchanged. For the other two axes, the coordinates and masses give $I_x=6.138$ and $I_y=2.055$ u bohr$^2$. The rotational term is

$$974.88\times0.84301^2\left(\frac1{6.138}+\frac1{2.055}\right)=450.0\text{ km/mol}.$$

The difference is 181.8 km/mol. The modes at 1770, 4153 and 4270 cm$^{-1}$ have intensities 106.8, 16.1 and 58.9 km/mol, with the same sum. They were obtained from dipole changes along the modes, without using the polar tensors.

Within the Born–Oppenheimer approximation, $P^A$ and $\xi_A$ do not depend on nuclear mass. Two isotopologues can therefore determine the two King charges, provided the geometry and dipole are known. Add the rotational term back to each vibrational sum:

- H$_2$O: $181.821+450.005=631.826$ km/mol;
- D$_2$O: $104.080+245.993=350.073$ km/mol.

The oxygen term cancels in the difference. With $m_D=2.01410$ u,

$$\xi_H^2=\frac{631.826-350.073}{2\times974.88\,(1/1.00783-1/2.01410)}=0.2915\text{ e}^2,$$

so $\xi_H=0.5399$ e. The remainder of the H$_2$O sum gives $\xi_O=1.055$ e. Both agree with the values from the tensors. Only squared derivatives enter, so the signs of the dipole derivatives are not needed.

These charges then predict HDO. Its King term is 490.95 km/mol and its rotational term, with its own principal axes, is 339.91 km/mol. The predicted vibrational sum is 151.04 km/mol, equal to the sum of its three computed intensities at this accuracy. The individual intensities are redistributed among different modes, but the sum requires no knowledge of those modes.

This agreement tests the rules within a model. RHF omits electron correlation, the basis is small, and anharmonicity and curvature of the dipole surface are left out, so the intensities are not experimental values. Nor are they converged with the basis. At RHF/aug-cc-pVDZ the water King term is 572.2, the rotational term 376.8 and the vibrational sum 195.4 km/mol, with mode intensities 93.2, 14.4 and 87.9 km/mol, $\xi_O=1.014$ e and $\xi_H=0.513$ e; the H$_2$F$^+$ sum falls to 1562 km/mol. At RHF/aug-cc-pVTZ the HF intensity is 165 km/mol. With measured intensities, departures from a harmonic potential and a linear dipole would enter the inferred $\xi_A$. The oxygen value is sensitive, because it is a small remainder of large totals: a 5% error in one of the two vibrational sums moves $\xi_O$ by about 7% and $\xi_H$ by 1 to 2%. The numerical check covers the tensor rules, the intensity prefactor and the complete sum rule.

## Table of computed values

```
K = 974.880 km/mol per e^2/u
pulse energy gain from v=0, v=2, formula: 0.27174 0.27174 0.27174 (hbar omega)
masses H, D, O, F: 1.00783 2.01410 15.99491 18.99840 u
Water, RHF/6-31g**: bond 1.78145 bohr, angle 106.052 deg
O at origin; H1 at y, z = 1.42321, 1.07146 bohr; H2 at -y, z
dipole z: 0.84301 e bohr = 2.1427 D
P O (e), rows x, y, z:
    -0.78678  -0.00000  -0.00000
     0.00000  -0.53166   0.00000
     0.00000  -0.00000  -0.46057
P H1 (e), rows x, y, z:
     0.39339   0.00000  -0.00000
    -0.00000   0.26583  -0.09603
    -0.00000  -0.06182   0.23028
P sum of all (e), rows x, y, z:
     0.00000   0.00000  -0.00000
    -0.00000   0.00000   0.00000
     0.00000  -0.00000  -0.00000
dipole z rebuilt from tensors: 0.84301 e bohr
largest error of the two tensor rules: 2.7e-06 (a.u.)
King charges: xi_O = 1.05537 e, xi_H = 0.53991 e
H2O wavenumbers: 1770.0 4153.1 4270.4 cm^-1
H2O intensities: 106.783 16.131 58.907; sum 181.821 km/mol
H2O King term 631.825 - rotation 450.005 = 181.819 km/mol
HDO wavenumbers: 1551.6 3059.6 4214.4 cm^-1
HDO intensities: 89.821 20.316 40.904; sum 151.040 km/mol
HDO King term 490.949 - rotation 339.910 = 151.039 km/mol
D2O wavenumbers: 1295.7 2993.4 3131.1 cm^-1
D2O intensities: 56.675 11.289 36.117; sum 104.080 km/mol
D2O King term 350.072 - rotation 245.993 = 104.079 km/mol
from H2O and D2O sums: xi_O = 1.05538 e, xi_H = 0.53991 e
HDO sum predicted from them: 151.040 km/mol
H2F+ tensor-rule errors: minimum 2.4e-06, distorted 2.6e-06 (a.u.)
H2F+ King charges: xi_F = 0.62125 e, xi_H = 1.14838 e
H2F+ intensities: 329.468 286.636 1059.808; sum 1675.912 km/mol
H2F+ King 2571.143 - translation 139.175 - rotation 756.051 = 1675.917 km/mol
HF: length 1.70058 bohr, dipole 0.76621 e bohr
HF: dipole/length 0.45056 e, transverse P_H 0.45056 e, axial P_H 0.36387 e
HF: intensity 134.866; King 548.430 - rotation 413.564 = 134.866 km/mol
```
